# Probe-charge constants of cubic supercells by Ewald summation

**Question**

I am working on exact exchange in periodic cells. The Coulomb factor $4\pi/G^2$ diverges at $G=0$, so that term is dropped, and the energy is then repaired with a "probe-charge" constant $\xi=C/R_{\rm WS}$. My notes give $C=1.7601$ for simple cubic (sc), $1.79175$ for face-centred cubic (fcc) and $1.79186$ for body-centred cubic (bcc) supercells. I want to compute these numbers myself.

I split $1/r$ with error functions, as in Ewald's method, and arrived at

$$\xi\overset{?}{=}\frac{2\alpha}{\sqrt\pi}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\alpha R)}{R}-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}.$$

For a simple cubic cell of edge $L$ and $\alpha=\sqrt\pi/L$ this gives $C=1.13977$, and the answer moves when I change $\alpha$. What is missing? Why are the fcc and bcc values so close? And does $\xi$ or $\xi/2$ enter the exchange energy?

**Answer**

Your two sums are right. What is missing is a constant that keeps the cell average of the potential at zero. I use Hartree atomic units throughout.

**What is being computed**

Put a unit point charge at every vector $\mathbf R$ of the supercell lattice, with cell volume $\Omega$, and add a uniform background of density $-1/\Omega$. The potential obeys

$$\nabla^2v=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].$$

Each Fourier component with $\mathbf G\neq0$ is therefore $4\pi/(\Omega G^2)$. The equation leaves the $\mathbf G=0$ component free, and dropping that term sets it to zero:

$$v(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad \int_{\rm cell}v\,d^3r=0.$$

The probe-charge constant measures how far $v$ lies below the bare $1/r$ close to a charge:

$$\xi=-\lim_{r\to0}\Big[v(\mathbf r)-\frac1r\Big].$$

The radius $R_{\rm WS}$ is that of a sphere with the volume of the supercell, $4\pi R_{\rm WS}^3/3=\Omega$.

**The missing term**

Write $1=e^{-G^2/4\alpha^2}+(1-e^{-G^2/4\alpha^2})$ inside the sum for $v$. The first part converges fast. The second is to be turned into a real-space sum, for which we need the Fourier transform of $\operatorname{erfc}(\alpha r)/r$. The angular integration gives $4\pi\sin(Gr)/(Gr)$, so

$$F(G)=\frac{4\pi}{G}\int_0^\infty\sin(Gr)\operatorname{erfc}(\alpha r)\,dr.$$

Integrate by parts, with $\frac{d}{dr}\operatorname{erfc}(\alpha r)=-\frac{2\alpha}{\sqrt\pi}e^{-\alpha^2r^2}$. The boundary term is $1/G$, from the lower limit:

$$F(G)=\frac{4\pi}{G^2}\Big[1-\frac{2\alpha}{\sqrt\pi}\int_0^\infty\cos(Gr)e^{-\alpha^2r^2}dr\Big]=\frac{4\pi}{G^2}\big(1-e^{-G^2/4\alpha^2}\big).$$

The last step uses $\int_0^\infty\cos(Gr)e^{-\alpha^2r^2}dr=\frac{\sqrt\pi}{2\alpha}e^{-G^2/4\alpha^2}$.

The periodic sum $\sum_{\mathbf R}\operatorname{erfc}(\alpha|\mathbf r-\mathbf R|)/|\mathbf r-\mathbf R|$ has Fourier coefficients $F(G)/\Omega$. For $\mathbf G\ne0$ these are the ones we want. The sum also has a $\mathbf G=0$ coefficient, which $v$ must not have. Expanding the exponential for small $G$ gives $F(0)=4\pi/(4\alpha^2)=\pi/\alpha^2$. Hence

$$v(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}-\frac{\pi}{\alpha^2\Omega}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

Now let $r\to0$. In the $\mathbf R=0$ term, $\operatorname{erfc}(\alpha r)/r-1/r=-\operatorname{erf}(\alpha r)/r\to-2\alpha/\sqrt\pi$. Reversing the overall sign,

$$\boxed{\xi=\frac{2\alpha}{\sqrt\pi}+\frac{\pi}{\alpha^2\Omega}-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\alpha R)}{R}-\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}}$$

Your formula lacks $+\pi/(\alpha^2\Omega)$. With your choice of $\alpha$ this term is $1/L$. Multiplied by $R_{\rm WS}=0.62035\,L$, it raises your $1.13977$ to $1.76012$.

**Why $\alpha$ now drops out**

Differentiate the four terms with respect to $\alpha$:

$$\frac{d\xi}{d\alpha}=\frac{2}{\sqrt\pi}-\frac{2\pi}{\alpha^3\Omega}+\frac{2}{\sqrt\pi}\sum_{\mathbf R\ne0}e^{-\alpha^2R^2}-\frac{2\pi}{\alpha^3\Omega}\sum_{\mathbf G\ne0}e^{-G^2/4\alpha^2}.$$

The first two terms are the missing $\mathbf R=0$ and $\mathbf G=0$ members of the sums, so

$$\frac{d\xi}{d\alpha}=\frac{2}{\sqrt\pi}\sum_{\mathbf R}e^{-\alpha^2R^2}-\frac{2\pi}{\alpha^3\Omega}\sum_{\mathbf G}e^{-G^2/4\alpha^2}.$$

The periodic function $\sum_{\mathbf R}e^{-\alpha^2|\mathbf r-\mathbf R|^2}$ has Fourier coefficients $\frac{\pi^{3/2}}{\alpha^3\Omega}e^{-G^2/4\alpha^2}$. Evaluating its Fourier series at $\mathbf r=0$ gives

$$\sum_{\mathbf R}e^{-\alpha^2R^2}=\frac{\pi^{3/2}}{\alpha^3\Omega}\sum_{\mathbf G}e^{-G^2/4\alpha^2}.$$

Since $\frac{2}{\sqrt\pi}\pi^{3/2}=2\pi$, the derivative vanishes. Without the background term it would be $+2\pi/(\alpha^3\Omega)$, which is the drift you saw.

**A form for hand calculation**

If all lengths are multiplied by $\lambda$ and $\alpha$ is divided by $\lambda$, every term of $\xi$ is divided by $\lambda$. Thus $C=\xi R_{\rm WS}$ depends on the shape of the lattice and not on its size, and we may set $\Omega=1$. Choose $\alpha=\sqrt\pi$ and write $\mathbf G=2\pi\mathbf g$. Then

- $2\alpha/\sqrt\pi=2$ and $\pi/\alpha^2=1$;
- $4\pi/G^2=1/(\pi g^2)$ and $G^2/4\alpha^2=\pi g^2$.

The result is

$$\xi=3-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\sqrt\pi R)}{R}-\sum_{\mathbf g\ne0}\frac{e^{-\pi g^2}}{\pi g^2}.$$

We also need the $\mathbf g$-lattices. For sc with unit edge, $\mathbf g$ runs over the same sc lattice. For fcc with cube edge $a$, a primitive set is $\frac a2(0,1,1)$, $\frac a2(1,0,1)$, $\frac a2(1,1,0)$. The vector $\frac1a(-1,1,1)$ has scalar product 1 with the first and 0 with the other two. It and its two cyclic partners generate a bcc lattice of cube edge $2/a$. At unit volume $a=4^{1/3}$, so $2/a=2^{1/3}$, which is the edge of a bcc lattice that also has unit volume. Hence fcc and bcc exchange roles between the two sums.

For each shell of $n$ vectors of length $d$, let $A=n\operatorname{erfc}(\sqrt\pi d)/d$ and $B=ne^{-\pi d^2}/(\pi d^2)$. The first four shells are:

| lattice | $n$ | $d$ | $A$ | $B$ |
|---|---|---|---|---|
| sc | 6 | 1.000000 | 0.07313329 | 0.08253250 |
| sc | 12 | 1.414214 | 0.00333260 | 0.00356655 |
| sc | 8 | 1.732051 | 0.00006533 | 0.00006850 |
| sc | 6 | 2.000000 | 0.00000161 | 0.00000167 |
| fcc | 12 | 1.122462 | 0.05237511 | 0.05790040 |
| fcc | 6 | 1.587401 | 0.00026155 | 0.00027645 |
| fcc | 24 | 1.944161 | 0.00001355 | 0.00001408 |
| fcc | 12 | 2.244924 | 0.00000010 | 0.00000010 |
| bcc | 8 | 1.091124 | 0.04573079 | 0.05079639 |
| bcc | 6 | 1.259921 | 0.00756104 | 0.00821301 |
| bcc | 12 | 1.781797 | 0.00005360 | 0.00005606 |
| bcc | 24 | 2.089343 | 0.00000187 | 0.00000194 |

The column sums are $A_{\rm sc}=0.076533$, $B_{\rm sc}=0.086169$, $A_{\rm fcc}=0.052650$, $B_{\rm fcc}=0.058191$, $A_{\rm bcc}=0.053347$ and $B_{\rm bcc}=0.059067$. Take $A$ from the lattice itself and $B$ from its reciprocal partner:

$$\begin{aligned}
\xi_{\rm sc}&=3-0.076533-0.086169=2.837298,\\
\xi_{\rm fcc}&=3-0.052650-0.059067=2.888283,\\
\xi_{\rm bcc}&=3-0.053347-0.058191=2.888462.
\end{aligned}$$

These are in units of $\Omega^{-1/3}$. With $R_{\rm WS}=(3/4\pi)^{1/3}=0.620350$ in units of $\Omega^{1/3}$, the products are $1.76012$, $1.79175$ and $1.79186$. Extending both sums to all vectors with primitive indices from $-7$ to $7$ gives

$$C_{\rm sc}=1.760119,\qquad C_{\rm fcc}=1.791747,\qquad C_{\rm bcc}=1.791859,$$

which round to the values in your notes.

**Why fcc and bcc are so close**

With $\Omega=1$ and $\alpha=\sqrt\pi$ the two lattices exchange roles between the sums, so

$$\xi_{\rm bcc}-\xi_{\rm fcc}=(B_{\rm bcc}-A_{\rm bcc})-(B_{\rm fcc}-A_{\rm fcc}).$$

If the two weight functions $\operatorname{erfc}(\sqrt\pi x)/x$ and $e^{-\pi x^2}/(\pi x^2)$ were identical, both brackets would vanish and the constants would coincide. The functions are merely similar at the shell distances: for fcc and bcc, each $B$ sum exceeds its $A$ sum by about 11 % of $A$, and the brackets are $0.00572$ and $0.00554$. This alone does not account for the small gap. The brackets also nearly cancel, because at equal volume the fcc and bcc shell sums are themselves nearly equal. Regrouped, the difference is $(B_{\rm bcc}-B_{\rm fcc})-(A_{\rm bcc}-A_{\rm fcc})=0.000876-0.000697=0.00018$ in units of $\Omega^{-1/3}$. At this $\alpha$ the two lattices differ little in each sum, and the exchange of roles makes these small differences enter with opposite signs. Another $\alpha$ divides the gap differently between the real-space and reciprocal-space sums, but leaves the total unchanged. At $\alpha=\sqrt\pi/2$ practically the whole gap comes from the real-space sums and nothing cancels, so the cancellation describes how the gap is split at one $\alpha$ and is not by itself its cause. Nor is the closeness peculiar to this reciprocal pair. For body-centred tetragonal lattices between bcc ($c/a=1$) and fcc ($c/a=\sqrt2$), the boxed formula gives $C=1.79169$, $1.79157$ and $1.79164$ at $c/a=1.1$, $2^{1/4}$ and $1.3$.

A simple model explains the common size of all three constants. Replace the cell by a neutral sphere of radius $R$ with the unit charge at its centre. Inside it,

$$\phi(r)=\frac1r-\frac{3}{2R}+\frac{r^2}{2R^3}.$$

This vanishes at $r=R$, and a neutral sphere produces no potential outside itself. Its average over the sphere is

$$\frac{3}{R^3}\int_0^R r^2\phi\,dr=\frac{3}{R^3}\Big(\frac{R^2}{2}-\frac{R^2}{2}+\frac{R^2}{10}\Big)=\frac{3}{10R}.$$

Subtracting this average, as the convention for $v$ demands, gives $\xi=\frac{3}{2R}+\frac{3}{10R}=\frac{9}{5R}$, or $C=1.8$. Spheres do not fill space, so this is a model of the cell. The sc constant lies 2.2 % below it, and the fcc and bcc constants about 0.5 % below.

**Where the factor one half comes in**

Consider one spin channel with $N$ occupied orthonormal orbitals $\varphi_i$ in the supercell, and let $\gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$. Its exchange energy with $G=0$ omitted is

$$E_x^{\rm per}=-\frac12\iint|\gamma(\mathbf r,\mathbf r')|^2\,v(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

Near each charge $v\approx1/r-\xi$, so the bare interaction is recovered to leading order by replacing $v$ with $v+\xi$. Orthonormality gives $\int|\gamma(\mathbf r,\mathbf r')|^2d^3r'=\gamma(\mathbf r,\mathbf r)$, whose integral is $N$. The correction is therefore

$$\Delta E_x=-\frac{\xi}{2}N.$$

So $\xi$ is a potential, and the energy correction is $-\xi/2$ per occupied spin orbital.

To see what remains, take one orbital with a spherical density $\rho$ well inside the supercell. The isolated exchange energy is $E_x=-J/2$, where $J$ is the Coulomb integral of $\rho$ with itself. Around the origin, out to the nearest other charge, $v-1/r$ has the Laplacian $4\pi/\Omega$ of the background. Since $\nabla^2r^2=6$,

$$v(\mathbf r)=\frac1r-\xi+\frac{2\pi r^2}{3\Omega}+h(\mathbf r),\qquad\nabla^2h=0,\quad h(0)=0.$$

For two points drawn from $\rho$, the separation $\mathbf r_1-\mathbf r_2$ is spherically distributed. The average of the harmonic function $h$ is then $h(0)=0$, and the mean square separation is $2\langle r^2\rangle$ because the cross term averages to zero. Apart from density tails that reach the neighbouring cells,

$$J_{\rm per}=J-\xi+\frac{4\pi\langle r^2\rangle}{3\Omega},\qquad E_x^{\rm per}-\frac\xi2=E_x-\frac{2\pi\langle r^2\rangle}{3\Omega}.$$

The correction removes an error proportional to $\Omega^{-1/3}$ and leaves one proportional to $\Omega^{-1}$.

**A numerical case**

Take the model density $\rho=e^{-2r}/\pi$, with $r$ in bohr, and $\Omega=12^3=1728$ bohr³. The charge inside radius $r$ is $Q(r)=1-e^{-2r}(1+2r+2r^2)$. Counting each pair with its outer member at $r$,

$$J=2\int_0^\infty\frac{4\pi r^2\rho\,Q}{r}dr=8\Big[\frac14-\frac1{16}-\frac1{16}-\frac3{64}\Big]=\frac58\ {\rm Ha}.$$

Thus $E_x=-0.312500$ Ha. Also $\langle r^2\rangle=4\int_0^\infty r^4e^{-2r}dr=3$ bohr², so the predicted leftover error is $-2\pi/1728=-0.003636$ Ha.

For the periodic energy I summed $-\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}|\rho_{\mathbf G}|^2/G^2$ numerically, with $\rho_{\mathbf G}=\frac{4}{G}\int_0^\infty r\sin(Gr)e^{-2r}dr=\frac4G\cdot\frac{4G}{(4+G^2)^2}=(1+G^2/4)^{-2}$ and primitive indices from $-30$ to $30$. Here $R_{\rm WS}=7.4442$ bohr. For the sc supercell,

$$\xi=\frac{1.760119}{7.4442}=0.23644\ {\rm Ha}=6.434\ {\rm eV},$$

$$E_x^{\rm per}-\frac\xi2=-0.197915-0.118221=-0.316136\ {\rm Ha}.$$

The error falls from $+0.114585$ Ha, or 37 % of the isolated exchange energy, to $-0.003636$ Ha, or 1.2 %. For fcc and bcc the uncorrected energies are $-0.195791$ and $-0.195784$ Ha. Both become $-0.316136$ Ha after correction with their own $\xi$. The three results agree because the leftover error depends on $\Omega$ and $\langle r^2\rangle$, not on the lattice type.

**Choosing the right constant**

The lattice that matters is that of the supercells, not the arrangement of atoms inside them. Orbitals on a uniform mesh of $N_k$ wavevectors that includes $\mathbf k=0$ are all periodic over a supercell of $N_k$ primitive cells, and this supercell sets $\Omega$. An $N\times N\times N$ mesh for the primitive bcc cell gives a bcc supercell and $C=1.79186$. The same mesh for the conventional cubic cell of the same crystal gives an sc supercell and $C=1.7601$. With unequal divisions the supercell generally has another shape, and the boxed formula must be evaluated for it.

The correction works well when $\gamma(\mathbf r,\mathbf r')$ has decayed before $|\mathbf r-\mathbf r'|$ becomes comparable with the shortest lattice vector of the supercell. If it has not, as can happen in a metal or on a coarse mesh, the expansion of $v$ near the origin is not sufficient, and adding $-\xi N/2$ does not ensure a small remaining error.
